# Antisymmetrized Diagram Rules and the Goldstone Form of the Third-Order Energy

## The symmetry that fixes the weights

A two-electron interaction written with antisymmetrized integrals has the prefactor $\tfrac14$, because exchanging its two outgoing labels, or its two incoming labels, changes nothing once the operator signs are included. With $n$ interactions these exchanges form a group of order $4^n$. Terms related by the group are equal, and they share one diagram. If $s$ of the exchanges leave a given term unchanged, the diagram collects $4^n/s$ equal terms, and its weight is

$$\left(\tfrac14\right)^n\frac{4^n}{s}=\frac1s .$$

The weight is thus the reciprocal of a symmetry number. Dimensions require that $n$ integrals come with $n-1$ net powers of inverse energy; Lemma 1 shows that these are $n-1$ energy differences, one for each interval between interactions. It remains to find $s$, the sign and the energy differences.

## Setting and theorem

Let $|\Phi\rangle$ be a canonical Hartree-Fock determinant with occupied spin orbitals $i,j,k,l$, virtual ones $a,b,c,d$, and general ones $p,q,r,s$. Every virtual energy lies above every occupied one. Define

$$\langle pq\Vert rs\rangle=\langle pq|rs\rangle-\langle pq|sr\rangle,\qquad D_{ij}^{ab}=\varepsilon_i+\varepsilon_j-\varepsilon_a-\varepsilon_b .$$

The letter $p$ also denotes the annihilator of orbital $p$. Braces denote normal order relative to $\Phi$. Normal ordering the Hamiltonian gives a constant $E_{HF}$, the one-body Fock operator, which is diagonal here, and a two-body remainder. With $H_0=\sum_p\varepsilon_p p^\dagger p$ and $H_0|\Phi\rangle=E_0|\Phi\rangle$,

$$H=H_0+(E_{HF}-E_0)+V,\qquad V=\tfrac14\sum_{pqrs}\langle pq\Vert rs\rangle\{p^\dagger q^\dagger s r\}.$$

The constant affects only the first-order energy. Let $Q=1-|\Phi\rangle\langle\Phi|$ and $R=Q/(E_0-H_0)$.

A **Hugenholtz diagram** has one dot per $V$, ordered in time with the earliest (rightmost in the operator product) at the bottom. Two lines leave each dot, from its creators, and two enter, at its annihilators. Two lines are equivalent if they share start dot, end dot and hence direction. In the **Brandow form** each dot is opened into an interaction line with two ends; for the integral $\langle pq\Vert rs\rangle$, $r$ enters and $p$ leaves at one end, $s$ enters and $q$ leaves at the other.

**Theorem.** (a) A connected diagram with $n$ dots contributes to $\langle\Phi|VRV\cdots RV|\Phi\rangle$ the value

$$(-1)^{h+l}\,2^{-n_e}\sum\frac{\prod\langle \text{out out}\Vert\text{in in}\rangle}{\prod(\sum\varepsilon_{\text{holes}}-\sum\varepsilon_{\text{particles}})},$$

where $h$ is the number of hole lines, $l$ the number of closed loops in the Brandow form and $n_e$ the number of equivalent pairs. There is one denominator for each interval between successive dots, and the sum over line labels is unrestricted.

(b) The third-order energy is $E_3=E_{pp}+E_{hh}+E_{ph}$, with

$$E_{pp}=\frac18\sum\frac{\langle ij\Vert ab\rangle\langle ab\Vert cd\rangle\langle cd\Vert ij\rangle}{D_{ij}^{ab}D_{ij}^{cd}},$$

$$E_{hh}=\frac18\sum\frac{\langle ij\Vert ab\rangle\langle kl\Vert ij\rangle\langle ab\Vert kl\rangle}{D_{ij}^{ab}D_{kl}^{ab}},$$

$$E_{ph}=\sum\frac{\langle ij\Vert ab\rangle\langle kb\Vert cj\rangle\langle ac\Vert ik\rangle}{D_{ij}^{ab}D_{ik}^{ac}} .$$

(c) These expand into $2+2+8=12$ Goldstone diagrams, which contain plain integrals.

## Lemma 1: lines and denominators

Wick's theorem writes the expectation value of a product of normal-ordered operators as the sum of all full contractions between different factors. The non-zero contractions, in the order in which the operators stand, are $\langle a a^\dagger\rangle=1$ and $\langle i^\dagger i\rangle=1$. A line runs from creator to annihilator. For a virtual orbital the annihilator stands to the left, so it is later and the line goes up. For an occupied orbital the creator is later and the line goes down.

Let $K=H_0-E_0$. On excited determinants with the same electron number $K>0$, so

$$R=-Q\int_0^\infty e^{-Kt}\,dt .$$

Since $K|\Phi\rangle=0$, the exponentials can be absorbed into operators $V(\tau)=e^{K\tau}Ve^{-K\tau}$, in which $p^\dagger$ acquires $e^{\varepsilon_p\tau}$ and $p$ acquires $e^{-\varepsilon_p\tau}$. A line created at $\tau_u$ and annihilated at $\tau_w$ therefore carries $e^{\varepsilon_p(\tau_u-\tau_w)}$. For every interval of length $t$ that it crosses, this is $e^{-\varepsilon_a t}$ for a particle and $e^{+\varepsilon_i t}$ for a hole. Each interval then gives

$$-\int_0^\infty e^{-(\sum\varepsilon_a-\sum\varepsilon_i)t}dt=\frac{1}{\sum\varepsilon_i-\sum\varepsilon_a}.$$

The integral converges: each dot has as many lines in as out, so equally many particles and holes cross an interval, and the gap makes the exponent negative. Contractions with no line across an interval add up to the product of two separate expectation values, which is what the projector $Q$ subtracts. Connected diagrams have no such interval.

This argument treats each contraction separately, so labels may coincide. Terms that put two equal labels into one intermediate state violate the exclusion principle individually and cancel in the sum over all contractions. They must be kept when diagrams are evaluated one by one. $\square$

## Lemma 2: one half per equivalent pair

A contraction is a one-to-one map from the $2n$ outgoing slots to the $2n$ incoming slots. Exchanging the two outgoing slots of a dot gives one minus sign from $p^\dagger q^\dagger$ and another from the integral, so the value is unchanged. The same holds for the incoming slots.

Two contractions with the same number of lines $n_{uw}$ from each dot $u$ to each dot $w$ are related by such exchanges. First exchange outgoing slots until each leads to the same dot in both contractions. Then the same two outgoing slots feed each dot $w$, and at most an exchange of the incoming slots of $w$ remains. All contractions of one diagram are therefore equal.

An exchange that leaves a contraction unchanged maps each line to one with the same start and end. If it exchanges the outgoing slots of $u$, it interchanges the two lines leaving $u$, so these are equivalent, and the incoming slots at their common end must be exchanged as well. Conversely, every equivalent pair permits this double exchange. A pair occupies both outgoing slots of one dot and both incoming slots of another, so different pairs are independent. Hence $s=2^{n_e}$, and the weight is $2^{-n_e}$. $\square$

## Lemma 3: the sign

Moving $r$ to the left past $s$ and $q^\dagger$ takes two interchanges, so

$$\{p^\dagger q^\dagger s r\}=\{p^\dagger r\,q^\dagger s\}.$$

Each bilinear is one end of an interaction line. Bilinears are even, so for counting signs they can be arranged along the loops. A loop with $m$ ends reads

$$c_1^\dagger c_1\,c_2^\dagger c_2\cdots c_m^\dagger c_m ,$$

with contractions $c_1c_2^\dagger,\;c_2c_3^\dagger,\ldots,\;c_mc_1^\dagger$. To make the last pair adjacent, $c_1^\dagger$ moves to the right past $2m-1$ operators, which gives $-1$ per loop. All pairs now stand as annihilator times creator. This is the original order for a particle line. For a hole line the original order is the reverse, which costs another $-1$. The sign is $(-1)^{h+l}$.

Opening one dot in the other way exchanges the destinations of two paths. This joins two loops or splits one, so $l$ changes by one, while the antisymmetrized integral also changes sign. The choice of Brandow form is therefore free. Together the three lemmas prove (a). $\square$

## Proof of (b)

Consider $H_0+\lambda V$ with energy $E_0+\Delta E$ and state $\Psi$, normalized by $\langle\Phi|\Psi\rangle=1$. Projecting the Schrödinger equation on $\Phi$, and applying $R$ to it, gives

$$\Delta E=\lambda\langle\Phi|V|\Psi\rangle,\qquad Q\Psi=R(\lambda V-\Delta E)\Psi .$$

Because $V$ is normal ordered, $\langle\Phi|V|\Phi\rangle=0$ and $\Delta E$ starts at $\lambda^2$. Since $R\Phi=0$, the first two corrections to the state are $RV\Phi$ and $RVRV\Phi$. Hence

$$E_2=\langle\Phi|VRV|\Phi\rangle,\qquad E_3=\langle\Phi|VRVRV|\Phi\rangle .$$

Number the three dots upward in time. Two lines leave each:

$$n_{12}+n_{13}=2,\quad n_{21}+n_{23}=2,\quad n_{31}+n_{32}=2,$$

and two enter each:

$$n_{21}+n_{31}=2,\quad n_{12}+n_{32}=2,\quad n_{13}+n_{23}=2 .$$

Put $n_{12}=x$. Then $n_{13}=n_{32}=2-x$, from which $n_{31}=n_{23}=x$ and $n_{21}=2-x$. The possibilities are $x=2,0,1$, and all three diagrams are connected.

**Case $x=2$.** Particles $c,d$ run from 1 to 2, particles $a,b$ from 2 to 3, and holes $i,j$ from 3 to 1. From bottom to top the integrals are $\langle cd\Vert ij\rangle$, $\langle ab\Vert cd\rangle$ and $\langle ij\Vert ab\rangle$. There are three equivalent pairs, $h=2$ and $l=2$. This is $E_{pp}$.

**Case $x=0$.** Particles $a,b$ run from 1 to 3, holes $i,j$ from 3 to 2, and holes $k,l$ from 2 to 1. Again there are three equivalent pairs; four hole lines and two loops give a plus sign. This is $E_{hh}$.

**Case $x=1$.** There is one line of each kind: particles $c$ from 1 to 2, $a$ from 1 to 3 and $b$ from 2 to 3; holes $k$ from 2 to 1, $j$ from 3 to 2 and $i$ from 3 to 1. The integrals are $\langle ac\Vert ik\rangle$, $\langle kb\Vert cj\rangle$ and $\langle ij\Vert ab\rangle$. No pair is equivalent. The loops are $(i,a)$, $(j,b)$ and $(k,c)$, so $h=l=3$ and the sign is plus. The lower interval contains $i,k,a,c$ and the upper one $i,j,a,b$. This is $E_{ph}$. $\square$

**Remark: signs of the ladders.** Let $t_{ij}^{ab}=\langle ab\Vert ij\rangle/D_{ij}^{ab}$. For fixed $i,j$, the sum in $E_{pp}$ is $\sum t_{ij}^{ab*}\langle ab\Vert cd\rangle t_{ij}^{cd}$, which is twice the expectation value of $1/r_{12}$ in an antisymmetric, unnormalized pair function. Thus $E_{pp}\ge0$. The same argument with hole pairs at fixed $a,b$ gives $E_{hh}\ge0$. It does not apply to $E_{ph}$.

## Proof of (c)

**Ladders.** Insert $\langle ij\Vert ab\rangle=\langle ij|ab\rangle-\langle ij|ba\rangle$ in $E_{pp}$. Renaming $a\leftrightarrow b$ in the second term turns its integral into $\langle ij|ab\rangle$ and reverses the sign of $\langle ab\Vert cd\rangle$, so both terms are equal. Next expand $\langle ab\Vert cd\rangle$ and rename $c\leftrightarrow d$ in its second term; $\langle cd\Vert ij\rangle$ changes sign, and another factor 2 results. Since $\tfrac18\cdot4=\tfrac12$,

$$E_{pp}=\frac12\sum\frac{\langle ij|ab\rangle\langle ab|cd\rangle\left(\langle cd|ij\rangle-\langle cd|ji\rangle\right)}{D_{ij}^{ab}D_{ij}^{cd}} .$$

For $E_{hh}$, rename $a\leftrightarrow b$ and then $k\leftrightarrow l$. The second step uses $\langle lk|ji\rangle=\langle kl|ij\rangle$:

$$E_{hh}=\frac12\sum\frac{\langle ij|ab\rangle\langle kl|ij\rangle\left(\langle ab|kl\rangle-\langle ab|lk\rangle\right)}{D_{ij}^{ab}D_{kl}^{ab}} .$$

**Particle-hole diagram.** Write

$$T_0=\langle ij|ab\rangle,\quad M_0=\langle kb|cj\rangle,\quad B_0=\langle ac|ik\rangle,$$

$$T_1=\langle ij|ba\rangle,\quad M_1=\langle kb|jc\rangle,\quad B_1=\langle ac|ki\rangle .$$

Then

$$E_{ph}=\sum\frac{(T_0-T_1)(M_0-M_1)(B_0-B_1)}{D_{ij}^{ab}D_{ik}^{ac}} .$$

The eight products are listed below with the loops found by following the lines, for example $i\to a\to i$. In a closed shell, spin is conserved along a loop, so summing over spin gives a factor 2 per loop. The last column is the resulting coefficient of the sum over spatial orbitals.

| Product | Loops | Coefficient |
|---|---|---|
| $+T_0M_0B_0$ | $(ia)(jb)(kc)$ | $+8$ |
| $-T_0M_0B_1$ | $(icka)(jb)$ | $-4$ |
| $-T_0M_1B_0$ | $(ia)(jkcb)$ | $-4$ |
| $+T_0M_1B_1$ | $(icbjka)$ | $+2$ |
| $-T_1M_0B_0$ | $(iajb)(kc)$ | $-4$ |
| $+T_1M_0B_1$ | $(ickajb)$ | $+2$ |
| $+T_1M_1B_0$ | $(iajkcb)$ | $+2$ |
| $-T_1M_1B_1$ | $(icb)(jka)$ | $-4$ |

**Why the weights are $\tfrac12$ and 1.** With plain integrals, $V=\tfrac12\sum\langle pq|rs\rangle\{p^\dagger q^\dagger sr\}$, and the remaining symmetry turns an interaction line end for end. If a symmetry of a connected diagram leaves one interaction line unturned, the lines attached to it stay fixed, and so do their other ends; by connectedness nothing is turned. The symmetry number is therefore 1 or 2. In the ladders, turning all three interaction lines interchanges the members of each equivalent pair, which gives weight $\tfrac12$. In the particle-hole diagram there is no equivalent line to take the place of a moved one, so the weight is 1. The three diagrams contain 8, 8 and 64 contractions, which form $8/4=2$, $8/4=2$ and $64/8=8$ Goldstone diagrams. $\square$

In a closed shell the ladder coefficients are $\tfrac12\cdot2^2=2$ for direct and $-\tfrac12\cdot2=-1$ for exchange.

## Conditions

If the gap closes, denominators can vanish and the expansion fails. An open gap keeps each order finite but does not make the series converge: for H$_2$ in the STO-3G basis at 6 bohr the gap is still 0.18 hartree, yet the terms grow without bound and $E_2+E_3$ is about 1.7 times the full-CI correlation energy. For the LiH example below the series does converge. With a reference that is not canonical Hartree-Fock, the Fock operator has off-diagonal elements and one-body vertices appear. At fourth order, 3 of the 42 diagrams are disconnected. Part (a) gives the values of the connected ones; the cancellation of unlinked terms is the content of the linked-cluster theorem, which is not needed at third order.

## Example: LiH

Take LiH at a bond length of 3.0 bohr, with restricted Hartree-Fock orbitals in the minimal STO-3G basis and all four electrons correlated. All energies are in hartree; rounding can change the last digit of a sum.

At second order $n_{12}=n_{21}=2$, with weight $\tfrac14$ and closed-shell coefficients $2$ and $-1$:

$$E_2=-0.025611+0.012805=-0.012807 .$$

The ladders are

$$E_{pp}=0.008353-0.004177=0.004177,$$

$$E_{hh}=0.008706-0.004353=0.004353 .$$

Both are positive, as required. The eight particle-hole terms, in the order of the table, give

$$\begin{aligned}E_{ph}={}&0.008069-0.004035-0.015065+0.007533\\&-0.004035+0.002017+0.007533-0.015066\\={}&-0.013049 .\end{aligned}$$

Therefore

$$E_3=0.004177+0.004353-0.013049=-0.004519 .$$

The second and fifth terms are complex conjugates of each other, so they agree for real orbitals: renaming $b\leftrightarrow c$, $j\leftrightarrow k$ turns the diagram upside down and interchanges the roles of $T$ and $B$. The fourth and seventh agree for the same reason.

The near equality of the third and eighth terms has no such symmetry behind it. If there were a single occupied spatial orbital, then $i=j=k$ would give $T_0=T_1$ and $B_0=B_1$. The eight spatial sums would reduce to two, one with $M_0$ and one with $M_1$, and each ladder exchange term would be minus half its direct term. The numbers follow this pattern closely although LiH has two occupied orbitals. Terms whose occupied labels all refer to one spatial orbital obey the pattern exactly, whether that orbital is the core or the valence one. Departures come only from terms that mix the two occupied orbitals, and the numbers show that their net effect is small here: the third and eighth terms differ by about $8\times10^{-7}$.

The sum $E_2+E_3=-0.017325$ is 85.5 percent of the full-CI correlation energy in the same basis, $-0.020258$; $E_2$ alone gives 63.2 percent. These percentages do not measure the error of the minimal basis, and all the values depend strongly on the basis: in cc-pVTZ, $E_2\approx-0.0395$ and $E_3\approx-0.0077$, the CCSD(T) correlation energy is about $-0.050$, and the two fractions become about 94 and 79 percent. The numerical check confirms $E_3$ against the third Taylor coefficient of the full-CI eigenvalue, and each of the three diagrams against explicit operator matrices with random integrals.

## Computed values

```
DIAGRAM ENUMERATION
order 2: contractions 4, Hugenholtz diagrams 1, connected 1
order 3: contractions 80, Hugenholtz diagrams 3, connected 3
order 4: contractions 4752, Hugenholtz diagrams 42, connected 39
hh: contractions 8, weight 0.125, Goldstone diagrams 2, weight of each 0.5
ph: contractions 64, weight 1.000, Goldstone diagrams 8, weight of each 1.0
pp: contractions 8, weight 0.125, Goldstone diagrams 2, weight of each 0.5
RANDOM-INTEGRAL MODEL (3 occupied, 3 virtual), model energy units
pp: operators -0.03828868, diagram -0.03828868, Goldstone sum -0.03828868
hh: operators 0.02110547, diagram 0.02110547, Goldstone sum 0.02110547
ph: operators -0.02662378, diagram -0.02662378, Goldstone sum -0.02662378
LiH, RHF/STO-3G, all electrons correlated; energies in hartree
bond length 3.0 bohr, spatial orbitals 6, occupied 2
RHF total energy -7.86224631
highest occupied -0.286330, lowest virtual 0.078326
E2 direct -0.02561120, exchange 0.01280468, sum -0.01280652
Goldstone values; pattern = exchanged top, middle, bottom vertex
  pp 000: loops 2, coefficient +2, value +0.00835317
  pp 001: loops 1, coefficient -1, value -0.00417652
pp Hugenholtz diagram +0.00417664
  hh 000: loops 2, coefficient +2, value +0.00870617
  hh 001: loops 1, coefficient -1, value -0.00435298
hh Hugenholtz diagram +0.00435318
  ph 000: loops 3, coefficient +8, value +0.00806902
  ph 001: loops 2, coefficient -4, value -0.00403452
  ph 010: loops 2, coefficient -4, value -0.01506509
  ph 011: loops 1, coefficient +2, value +0.00753255
  ph 100: loops 2, coefficient -4, value -0.00403452
  ph 101: loops 1, coefficient +2, value +0.00201731
  ph 110: loops 1, coefficient +2, value +0.00753255
  ph 111: loops 2, coefficient -4, value -0.01506590
ph Hugenholtz diagram -0.01304861
E3 from the three diagrams -0.00451879
E2 from the full-CI eigenvalue -0.01280652
E3 from the full-CI eigenvalue -0.00451879
E2 + E3 -0.01732531
full-CI correlation energy, same basis -0.02025802
part recovered: E2 63.22 percent, E2 + E3 85.52 percent
```
